# Thermal Spin-Transfer Torque in a Noncollinear Tunnel Junction at Zero Voltage

## Theorem

Two ferromagnets are separated by a nonmagnetic barrier. The unit vectors $\mathbf m_L$ and $\mathbf m_R$ are their majority-spin directions and $\theta$ is the angle between them. Assume:

1. The electrochemical potentials are equal (short circuit), $\mu_L=\mu_R=\mu$, while the electron temperatures are $T_L$ and $T_R$.
2. Tunnelling is elastic, conserves the wave vector $\mathbf q$ parallel to the barrier, and involves no spin-orbit coupling or other complex term in the Hamiltonian.
3. The right magnet absorbs all spin current polarized transverse to $\mathbf m_R$.

Then the in-plane torque per area on the right magnet, measured along $\mathbf e=\mathbf m_R\times(\mathbf m_L\times\mathbf m_R)/\sin\theta$, is

$$\tau=\frac1{4\pi}\int dE\,Q(E)\,[f_L(E)-f_R(E)],\tag{1}$$

where $f_{L,R}$ are Fermi functions and $Q$ is the transverse spin transmission per area, defined in (5). If $Q$ is smooth on the scale $k_BT$, the leading term is

$$\tau\simeq\frac{\pi k_B^2}{24}(T_L^2-T_R^2)\,Q'(\mu)\simeq\frac{\pi k_B^2T}{12}\,Q'(\mu)\,\Delta T,\tag{2}$$

with $T=(T_L+T_R)/2$ and $\Delta T=T_L-T_R$. For a thick rectangular barrier,

$$Q=\sin\theta\int\frac{d^2q}{(2\pi)^2}\,T_0P_L,\tag{3}$$

where $T_0$ is the particle transmission at $\theta=90^\circ$, summed over incoming spins, and $P_L$ is the tunnelling polarization of the left electrode. Both are found in Lemma 4.

Since $\mathbf m_R\times(\mathbf m_L\times\mathbf m_R)=\mathbf m_L-\cos\theta\,\mathbf m_R$, a positive $\tau$ turns $\mathbf m_R$ towards $\mathbf m_L$. "Torque" means the rate of change of the magnet's spin angular momentum, and spin current is positive from left to right (along $x$).

## Lemma 1: torque is lost spin current

In the right magnet let the exchange energy be $-(\Delta/2)\,\mathbf m_R\cdot\boldsymbol\sigma$. Take $\mathbf m_R=\hat z$. The Heisenberg equation gives

$$\dot\sigma_x=\frac i\hbar\Big(-\frac\Delta2\Big)[\sigma_z,\sigma_x]=\frac\Delta\hbar\sigma_y,\qquad \dot\sigma_y=-\frac\Delta\hbar\sigma_x,\qquad\dot\sigma_z=0,$$

which is $\dot{\boldsymbol\sigma}=(\Delta/\hbar)\,\boldsymbol\sigma\times\mathbf m_R$. With spin density $\mathbf s$ and spin current $\mathbf J$, the steady state obeys

$$\partial_x\mathbf J=\frac\Delta\hbar\,\mathbf s\times\mathbf m_R .$$

The right side is the torque of the magnet on the carriers. The reaction on the magnet has the opposite sign, so its integral from the interface to depth $X$ is $\mathbf J(0)-\mathbf J(X)$. This vector is perpendicular to $\mathbf m_R$. By assumption 3 the transverse part of $\mathbf J(X)$ vanishes at large $X$, so the torque is the transverse part of the spin current in the barrier. $\square$

## Lemma 2: currents from scattering states

Consider states arriving from one electrode with a given $\mathbf q$ and unit incoming particle flux. The incoming flux in an interval $dk_x$ is $v\,dk_x/2\pi=dE/(2\pi\hbar)$, because $v=\hbar^{-1}dE/dk_x$. Each electron carries spin $(\hbar/2)\boldsymbol\sigma$, hence

$$\mathbf J=\frac1{4\pi}\int dE\int\frac{d^2q}{(2\pi)^2}\,[\mathbf S^Lf_L+\mathbf S^Rf_R].\tag{4}$$

Here $\mathbf S^{L}$ and $\mathbf S^R$ are dimensionless spin fluxes, summed over both incoming spins:

$$\mathbf S=\sum\frac{\hbar}{m}\,\mathrm{Im}\,\psi^\dagger\boldsymbol\sigma\,\partial_x\psi,$$

with $m$ the local mass. Define

$$Q(E)=\int\frac{d^2q}{(2\pi)^2}\,\mathbf e\cdot\mathbf S^L .\tag{5}$$

## Lemma 3: in-plane fluxes cancel at each energy

**Claim.** For components in the plane of $\mathbf m_L$ and $\mathbf m_R$, $\mathbf S^L+\mathbf S^R=0$ at every $E$ and $\mathbf q$.

**Proof.** Let that plane be $xz$ in spin space. The Hamiltonian then contains only the real matrices $1,\sigma_x,\sigma_z$ and real orbital terms, so $H^*=H$. The left- and right-incident states together form the spectral density

$$\rho_E(x,x')=\langle x|\delta(E-H)|x'\rangle=\frac1{2\pi\hbar}\sum\psi(x)\psi^\dagger(x'),$$

which is therefore real. The summed flux is proportional to $\mathrm{Im}\,\mathrm{tr}[\sigma_i\,\partial_x\rho_E(x,x')]_{x'=x}$. It vanishes when $\sigma_i$ is real, that is for $i=x,z$, and also for the particle flux, where $\sigma_i$ is replaced by 1. The matrix $\sigma_y$ is imaginary, so the out-of-plane component need not vanish. $\square$

Inserting $\mathbf e\cdot\mathbf S^R=-\mathbf e\cdot\mathbf S^L$ into (4) and using Lemma 1 gives (1). There is no in-plane torque at equal temperatures, even if the electrodes are made of different materials. A temperature-induced difference between their exchange splittings changes $Q$ by a term proportional to $\Delta T$. Since $Q$ multiplies $f_L-f_R$, this affects $\tau$ only at second order.

## Thermal expansion

Let $\varepsilon=E-\mu$ and expand $Q=\sum_nQ^{(n)}(\mu)\varepsilon^n/n!$. Integration by parts gives

$$\int\varepsilon^n(f_L-f_R)\,d\varepsilon=\frac1{n+1}\int\varepsilon^{n+1}(-f_L'+f_R')\,d\varepsilon .$$

Since $-f'$ is even in $\varepsilon$, even $n$ contributes nothing. In particular, a constant $Q$ gives no torque: the surplus of hot electrons above $\mu$ is balanced by their deficit below. For odd $n$ put $y=\varepsilon/k_BT$ and use, for $y>0$, $-df/dy=\sum_{j\ge1}(-1)^{j+1}je^{-jy}$:

$$\int\varepsilon^2(-f')\,d\varepsilon=4(k_BT)^2\sum_j\frac{(-1)^{j+1}}{j^2}=\frac{\pi^2}{3}(k_BT)^2,$$

$$\int\varepsilon^4(-f')\,d\varepsilon=48(k_BT)^4\sum_j\frac{(-1)^{j+1}}{j^4}=\frac{7\pi^4}{15}(k_BT)^4 .$$

Dividing by $n+1$, by $n!$ and by $4\pi$,

$$\tau=\frac{\pi k_B^2}{24}(T_L^2-T_R^2)Q'+\frac{7\pi^3k_B^4}{1440}(T_L^4-T_R^4)Q'''+\dots\tag{6}$$

The first term, with $T_L^2-T_R^2=2T\Delta T$, is (2). A band edge or resonance within a few $k_BT$ of $\mu$ can invalidate this expansion, but not (1).

**Remark (a bound).** For $T_L>T_R$, $f_L-f_R$ is positive above $\mu$ and negative below. Each side has area $k_B\Delta T\ln2$, because $\int_0^\infty f\,d\varepsilon=k_BT\ln2$. If $0\le Q\le Q_{\max}$, then

$$|\tau|\le\frac{\ln2}{4\pi}\,Q_{\max}k_B\Delta T.\tag{7}$$

This holds however sharply $Q$ varies.

## Lemma 4: the thick barrier

Let the barrier occupy $0<x<d$, with height $U$ and mass $m_b$. The electrodes have mass $m$ and band bottoms $V_s$, which may differ between the two sides. Then

$$\kappa^2=\frac{2m_b(U-E)}{\hbar^2}+q^2,\quad k_s^2=\frac{2m(E-V_s)}{\hbar^2}-q^2,\quad u=\frac{\hbar\kappa}{m_b},\quad v_s=\frac{\hbar k_s}{m}.$$

**Flux.** In the barrier $\psi=Ae^{-\kappa x}+Be^{\kappa x}$ with spinors $A,B$. The terms $A^\dagger\boldsymbol\sigma A$ and $B^\dagger\boldsymbol\sigma B$ are real, so

$$\frac\hbar{m_b}\mathrm{Im}\,\psi^\dagger\boldsymbol\sigma\psi'=u\,\mathrm{Im}(A^\dagger\boldsymbol\sigma B-B^\dagger\boldsymbol\sigma A)=2u\,\mathrm{Im}\,A^\dagger\boldsymbol\sigma B .$$

**Right interface.** For spin $s$ along $\mathbf m_R$, let the decaying and growing amplitudes at $x=d$ be $a$ and $b$. Continuity of $\psi$ and $\psi'/m$ gives $a+b=t$ and $u(b-a)=iv_st$. Eliminating $t$,

$$\frac ba=r_s=\frac{u+iv_s}{u-iv_s},\qquad g_s\equiv\mathrm{Im}\,r_s=\frac{2uv_s}{u^2+v_s^2}.$$

The last form holds for a propagating channel. For an evanescent one $v_s$ is imaginary, $r_s$ is real and $g_s=0$. As a spin matrix this reads $B=e^{-2\kappa d}R_RA$.

**Left interface.** To leading order the returning wave $B$ is negligible at $x=0$. Matching $v_s^{-1/2}(e^{ik_sx}+\rho e^{-ik_sx})$ to $Ae^{-\kappa x}$ gives

$$1+\rho=\sqrt{v_s}A,\qquad1-\rho=\frac{iu}{\sqrt{v_s}}A .$$

Adding them, $A=2\sqrt{v_s}/(v_s+iu)$ and $|A|^2=4v_s/(u^2+v_s^2)=2g_s/u$.

**Spin trace.** Let $\bar g=(g_\uparrow+g_\downarrow)/2$ and $\delta=(g_\uparrow-g_\downarrow)/2$. Let $\bar c$ and $\gamma$ be the mean and half-difference of $\mathrm{Re}\,r_s$. Summing over incoming spins,

$$\sum AA^\dagger=\frac2u(\bar g_L+\delta_L\mathbf m_L\cdot\boldsymbol\sigma),\quad R_R=\bar c_R+i\bar g_R+(\gamma_R+i\delta_R)\mathbf m_R\cdot\boldsymbol\sigma .$$

Thus $\mathbf S^L=4e^{-2\kappa d}\,\mathrm{Im}\,\mathrm{tr}[\boldsymbol\sigma R_R(\bar g_L+\delta_L\mathbf m_L\cdot\boldsymbol\sigma)]$. The traces $\mathrm{tr}\,\sigma_i\sigma_j=2\delta_{ij}$ and $\mathrm{tr}\,\sigma_i\sigma_j\sigma_k=2i\epsilon_{ijk}$ give

$$\mathbf S^L=8e^{-2\kappa d}[\bar g_R\delta_L\mathbf m_L+\bar g_L\delta_R\mathbf m_R+\gamma_R\delta_L\,\mathbf m_R\times\mathbf m_L].\tag{8}$$

With $T_0=8\bar g_L\bar g_Re^{-2\kappa d}$ and $P=\delta/\bar g$, the in-plane part is $T_0(P_L\mathbf m_L+P_R\mathbf m_R)$. Projection on $\mathbf e$ removes $\mathbf m_R$ and leaves $T_0P_L\sin\theta$, which proves (3). Replacing $\boldsymbol\sigma$ by 1 in the trace gives the particle transmission $T_0(1+P_LP_R\cos\theta)$. The neglected return wave is smaller by a factor of order $e^{-2\kappa d}$. $\square$

The polarizer is the left magnet: $P_R$ affects the spin current but not its component transverse to $\mathbf m_R$.

## Corollary 1: the out-of-plane torque

Reflecting (8) in space and exchanging labels gives $\mathbf S^R$, whose component along $\mathbf n=\mathbf m_R\times\mathbf m_L/\sin\theta$ is $+8e^{-2\kappa d}\gamma_L\delta_R\sin\theta$. In general it does not cancel the left contribution. At equal temperatures the sum over occupied states is the interlayer exchange torque.

Let $N_{L,R}(E)$ be the $\mathbf q$-integrated components of $\mathbf S^{L,R}$ along $\mathbf n$. Relative to both electrodes at $T$, and with the bands held fixed, the leading thermal change is

$$\Delta\tau_\perp=\frac{\pi k_B^2}{24}[N_L'(T_L^2-T^2)+N_R'(T_R^2-T^2)].$$

For $T_{L,R}=T\pm\Delta T/2$ the brackets are $\pm T\Delta T+\Delta T^2/4$, so

$$\Delta\tau_\perp=\frac{\pi k_B^2}{24}\Big[(N_L'-N_R')T\Delta T+(N_L'+N_R')\frac{\Delta T^2}4\Big].\tag{9}$$

In a symmetric junction $N_L=N_R$ and the linear term vanishes. If instead only one electrode is heated, the mean temperature also changes, and a linear change of the exchange torque appears.

## Corollary 2: open circuit

Let $\mathcal T(E)$ be the $\mathbf q$-integrated particle transmission. With no net current, a difference $\delta\mu=\mu_L-\mu_R$ builds up. To first order,

$$\mathcal T\,\delta\mu+\frac{\pi^2}3k_B^2T\Delta T\,\mathcal T'=0 .$$

The torque is $(4\pi)^{-1}[Q\,\delta\mu+(\pi^2/3)k_B^2T\Delta T\,Q']$. Eliminating $\delta\mu$,

$$\tau_{\rm open}=\frac{\pi k_B^2T\Delta T}{12}\Big(Q'-Q\frac{\mathcal T'}{\mathcal T}\Big)=\frac{\pi k_B^2T\Delta T}{12}\,\mathcal T\,\frac{d}{dE}\frac Q{\mathcal T}.\tag{10}$$

For a thick barrier at $\theta=90^\circ$, $Q/\mathcal T$ is the transmission-weighted mean of $P_L$. The short-circuit torque therefore responds to the energy dependence of transmission times polarization, while the open-circuit torque responds to that of this mean polarization, including any change of its weights over $\mathbf q$. If $P_L=1$ in all contributing channels over the thermal window, the latter vanishes at this angle and order.

## Worked example

Take two identical electrodes with the free-electron mass and with majority and minority band bottoms 2.5 and 0.3 eV below $\mu$. The barrier is 1.0 nm thick and 1.2 eV high, with mass 0.3 electron masses. Let $\theta=90^\circ$, $T_L=305$ K and $T_R=295$ K.

At $q=0$, $\kappa=3.074$ nm$^{-1}$ and $e^{-2\kappa d}=2.14\times10^{-3}$. The interface factors are $g_\uparrow=0.973$ and $g_\downarrow=0.510$, so $P=(0.973-0.510)/(0.973+0.510)=0.31$.

Integration over $\mathbf q$, with all multiple reflections kept, gives $Q(\mu)=8.44\times10^{-4}$ nm$^{-2}$ and $Q'(\mu)=1.454\times10^{-3}$ eV$^{-1}$nm$^{-2}$. With $k_B^2T\Delta T=2.228\times10^{-5}$ eV², equation (2) yields

$$\tau=\frac\pi{12}(2.228\times10^{-5})(1.454\times10^{-3})\ \mathrm{eV/nm^2}=8.48\times10^{-9}\ \mathrm{eV/nm^2}=1.36\ \mathrm{nJ/m^2}.$$

Direct integration of (4) over the Fermi functions also gives 1.36 nJ/m²; the second term of (6) is 0.002 nJ/m². Formula (3), integrated in the same way, gives 1.37 nJ/m², which is 0.9% above the result with multiple reflections.

The out-of-plane change is $-0.004$ nJ/m², about 0.3% of $\tau$ in magnitude. For one-sided heating from 300 to 310 K, (9) is replaced by its first-electrode term. The factor $\Delta T^2/2=50$ K² becomes $310^2-300^2=6100$ K², so the change would be about $-0.45$ nJ/m² at fixed bands. A thermal change of the heated magnet's exchange splitting would add a linear term that can be of similar size.

**In this example open circuit reverses the torque.** The logarithmic derivatives are $Q'/Q=1.722$ and $\mathcal T'/\mathcal T=4.136$ eV$^{-1}$. Equation (10) multiplies the short-circuit result by $(1.722-4.136)/1.722=-1.40$, giving $-1.90$ nJ/m²; direct integration gives $-1.91$ nJ/m². The sign means that the transmission-weighted mean polarization falls with energy. For the channel at $q=0$ the fall follows from

$$\frac{d\ln g_s}{dE}=\frac{u^2-v_s^2}{u^2+v_s^2}\Big[\frac1{2(E-V_s)}+\frac1{2(U-E)}\Big],$$

which is 0.14 eV$^{-1}$ for majority and 1.8 eV$^{-1}$ for minority electrons: the minority channel opens faster.

**Absorption in a clean magnet needs thickness.** Inside a semi-infinite right magnet without scattering, the in-plane thermal spin current relative to its interface value is 0.12 at 1.5 nm, 0.53 at 5 nm, $-1.21$ at 10 nm, 0.06 at 20 nm and $-0.001$ at 40 nm. These are single samples of an oscillation with period about $2\pi/(k_\uparrow-k_\downarrow)\approx1.2$ nm. Its envelope is about 2.7 at both 1.5 and 5 nm, 1.4 at 10 nm, 0.16 at 20 nm and 0.0013 at 40 nm, and the magnitude peaks near 3.0 at about 3 nm. The small value at 1.5 nm is therefore close to a zero crossing and does not indicate absorption: within one period of that depth the ratio runs from $-2.8$ to $2.4$, so the torque taken up by that depth can have either sign. It can exceed its interface value because transmitted spins acquire the phase $(k_\uparrow-k_\downarrow)x$. Its energy derivative adds to that of the transmission. At $q=0$ and 10 nm it is about 31 eV$^{-1}$ in magnitude, against $Q'/Q=1.7$ eV$^{-1}$. Thermal averaging eventually removes this term: the Fermi function's nearest poles lie $\pi k_BT$ from the real axis, which gives exponential decay with length

$$\ell=\Big[\pi k_BT\Big|\frac{d(k_\uparrow-k_\downarrow)}{dE}\Big|\Big]^{-1}=4.0\ \mathrm{nm}.$$

This decay takes over only beyond about 10 nm, so a clean film must be several $\ell$ thick to obey assumption 3; for a thinner one, reflection from its back surface would have to be included. Scattering shortens the absorption distance. With mean free paths $\lambda_\uparrow$ and $\lambda_\downarrow$, the coherent transverse current at normal incidence gains a factor of about $\exp[-x(1/\lambda_\uparrow+1/\lambda_\downarrow)/2]$. For rough values of 5 and 1 nm this is 0.05 at 5 nm, so the distances above should not be carried over to disordered films.

## Comparison with memory cells

The parameters lie in the rough regime of a spin-transfer-torque memory cell with a magnesium-oxide barrier. The model's resistance-area product, 11 Ω µm² in the parallel state, is near the roughly 10 Ω µm² scale of such cells. Its magnetoresistance of 58% is low against the rough 100% or more of good devices. In this model it depends strongly on the chosen minority band depth, and the free-electron bands omit the symmetry filtering of crystalline barriers. How far that filtering would move $Q'$ is not determined here. Image forces also lower the barrier. For a charge at mid-barrier, images of alternating sign at distances $jd$ on both sides give an energy $-e^2\ln2/(4\pi\epsilon_0\epsilon_rd)=-0.33$ eV for a rough $\epsilon_r=3$. Lowering the whole barrier by this amount, with all else fixed, raises $\tau$ to 2.9 nJ/m².

For switching, consider a perpendicular free layer with anisotropy energy $K\sin^2\vartheta$ per area and spin angular momentum $S$ per area. At small $\vartheta$ it precesses at $2K/S$, and Gilbert damping exerts a torque $\alpha S(2K/S)\vartheta=2\alpha K\vartheta$. An opposing torque $\tau\sin\vartheta$ must therefore exceed $\tau_c=2\alpha K$. For rough values $\alpha=0.01$, diameter 40 nm and a stability barrier of $60k_BT$, $\tau_c\approx4.0$ µJ/m². For a free layer thick enough to satisfy assumption 3, the short-circuit thermal torque is $3.4\times10^{-4}$ of this. Free layers of real cells are only about 1 to 2 nm thick. Incomplete absorption and reflection from the back surface can then change the torque by an amount not computed here, so this ratio is a reference value and not a prediction for a particular cell. By (7), even an ideal energy filter with $Q$ between zero and the present $Q(\mu)$ could give at most 6.4 nJ/m² at short circuit and with full absorption, so sharper energy dependence without a larger transverse spin transmission would not suffice at this $\Delta T$.

The temperature difference is itself demanding. With a rough oxide conductivity of 4 W/(m K) and no interface resistance, 10 K across 1 nm would take 40 mW/µm². This is an upper estimate, because a bulk conductivity overstates the heat flow through so thin a film and interfaces add resistance. With a rough conductance of $10^9$ W/(m² K) at each interface, 10 K between the electrodes takes about 4 mW/µm².

Magnon-assisted tunnelling violates assumption 2. The elastic torque equals that of an electrochemical difference of 126 µeV at equal temperatures, whereas $k_B\Delta T=862$ µeV. If magnons drive their share of tunnelling with an effective bias of order $k_B\Delta T$, which is an estimate and not a derivation, a share of about $126/862=0.15$ would rival the elastic torque. The numerical output lists the remaining intermediate values.

## Computed values

```
majority band depth below mu: 2.50 eV
minority band depth below mu: 0.30 eV
barrier height above mu: 1.20 eV
barrier mass: 0.30 electron masses
barrier thickness: 1.00 nm
angle: 90 degrees
T_left, T_right: 305, 295 K
majority, minority k at mu: 8.100, 2.806 1/nm
kappa at k_par=0: 3.074 1/nm
exp(-2 kappa d): 2.138e-03
g majority, minority at k_par=0: 0.9730, 0.5095
polarization at k_par=0: 0.3126
Q(mu): 8.4413e-04 1/nm^2
dQ/dE(mu): 1.4539e-03 1/(eV nm^2)
dlnQ/dE: 1.722 1/eV
dln(charge transmission)/dE: 4.136 1/eV
RA parallel: 11.065 ohm um^2
RA antiparallel: 17.451 ohm um^2
magnetoresistance: 57.7 %
IN-PLANE THERMAL TORQUE: 1.3604 nJ/m^2
same torque: 8.491e-09 eV/nm^2
leading Sommerfeld value: 1.3585 nJ/m^2
next Sommerfeld term: 0.00196 nJ/m^2
thick-barrier formula: 1.3729 nJ/m^2
out-of-plane change: -0.00381 nJ/m^2
short-circuit particle flow times e: 2.275e+03 A/cm^2
equivalent mu_L-mu_R for same torque: 126.14 ueV
open-circuit mu_L-mu_R: -303.54 ueV
open-circuit torque: -1.9131 nJ/m^2
open-circuit law: -1.9041 nJ/m^2
thermal dephasing length: 4.03 nm
in-plane spin current left at 1.5 nm: 0.1206
in-plane spin current left at 5.0 nm: 0.5345
in-plane spin current left at 10.0 nm: -1.2129
in-plane spin current left at 20.0 nm: 0.0633
in-plane spin current left at 40.0 nm: -0.0011
relative permittivity (rough): 3.0
image lowering at mid-barrier: 0.333 eV
torque with lowered barrier: 2.9077 nJ/m^2
rivalling magnon-assisted share: 0.146
oxide heat conductivity (rough): 4.0 W/(m K)
heat flux through barrier: 40.0 mW/um^2
damping constant (rough): 0.010
cell diameter (rough): 40 nm
stability barrier (rough): 60 kT
switching threshold torque: 3955.3 nJ/m^2
thermal torque / threshold: 3.439e-04
```
